\section*{Unequal thermal stresses in an m-plane wurtzite film}

\section{The stresses and their sign convention}

Consider a thin wurtzite film on a thick substrate. Let $x$ lie along the film's $a$ direction, $y$ along the film normal, which is an $m$ direction, and $z$ along its $c$ axis. Tension and extension are positive. If the substrate imposes elastic strains $e_x$ and $e_z$ on the film, and the film surface is free of traction, the in-plane stresses are
\begin{align}
\sigma_x&=B_{11}e_x+B_{13}e_z,\qquad
\sigma_z=B_{13}e_x+B_{33}e_z, \label{eq:result}\\
B_{11}&=C_{11}-\frac{C_{12}^2}{C_{11}},\quad
B_{13}=C_{13}\left(1-\frac{C_{12}}{C_{11}}\right),\quad
B_{33}=C_{33}-\frac{C_{13}^2}{C_{11}}. \label{eq:B}
\end{align}
The $C_{ij}$ are the hexagonal stiffnesses, with index 3 along $c$. On going from the growth temperature $T_g$ to the temperature $T$, the thermal mismatch strains are
\begin{equation}
e_x=\int_{T_g}^{T}(\alpha_{sx}-\alpha_a)\,dT',\qquad
e_z=\int_{T_g}^{T}(\alpha_{sz}-\alpha_c)\,dT'. \label{eq:mismatch}
\end{equation}
Here $\alpha_a$ and $\alpha_c$ are the film's expansion coefficients, and $\alpha_{sx}$ and $\alpha_{sz}$ are those of the substrate along $x$ and $z$. The two stresses are unequal in general, but a particular ratio of mismatches makes them equal, as shown below.

\section{The strains imposed by the substrate}

Assume that the lattice misfit is fully relaxed at $T_g$, so that the film is then free of stress, and that no slip or interface sliding occurs afterwards. Take a segment of film and the substrate beneath it, both of length $L_0$ at $T_g$. With $\alpha=L^{-1}dL/dT$, integration gives their free lengths along $x$:
\begin{equation}
L_f=L_0\exp\!\int_{T_g}^{T}\alpha_a\,dT',\qquad
L_s=L_0\exp\!\int_{T_g}^{T}\alpha_{sx}\,dT'. \label{eq:lengths}
\end{equation}
A thick substrate keeps its free length and forces the film to adopt it. The elastic strain is measured from the film's free length at the same temperature:
\begin{equation}
\frac{L_s-L_f}{L_f}
=\exp\!\left[\int_{T_g}^{T}(\alpha_{sx}-\alpha_a)\,dT'\right]-1
=e_x+\tfrac12e_x^2+\cdots . \label{eq:exactstrain}
\end{equation}
The linear term is the first part of Eq.~\eqref{eq:mismatch}. The same argument along $z$ gives the second part. The relative error of the linear form is about $|e_x|/2$.

The order of the difference fixes the sign. If the substrate expands more than the film, then $\alpha_{sx}-\alpha_a>0$. On cooling, $T<T_g$ makes the integral negative: the substrate shrinks more and compresses the film.

Elastic strain differs from total strain. For constant expansion coefficients and $\Delta T=T-T_g$, the total strains are
\begin{equation}
\varepsilon_x=\alpha_{sx}\Delta T,\qquad
\varepsilon_z=\alpha_{sz}\Delta T,\qquad
\varepsilon_y=\alpha_a\Delta T+e_y. \label{eq:total}
\end{equation}
The free normal expansion is $\alpha_a\Delta T$, because a hexagonal crystal expands equally in all directions perpendicular to $c$. The unknown to be eliminated is the elastic part $e_y$.

\section{Elastic energy and the free surface}

For small elastic strains, the energy density of the hexagonal crystal is
\begin{align}
F={}&\tfrac12C_{11}(e_x^2+e_y^2)+\tfrac12C_{33}e_z^2
+C_{12}e_xe_y+C_{13}(e_x+e_y)e_z\nonumber\\
&+2C_{44}(e_{xz}^2+e_{yz}^2)+2C_{66}e_{xy}^2,
\qquad C_{66}=\tfrac12(C_{11}-C_{12}). \label{eq:energy}
\end{align}
The shear components are tensor strains, half the engineering shears. The stiffnesses are those at the final temperature. In linear elasticity the stress is a function of state, $\sigma=C(T)e$, so its change during cooling is $C\,de+e\,dC$. Summing $C(T)\,de$ alone would omit the second term.

The stiffnesses are also taken at constant electric field. By hexagonal polar symmetry, the normal strains and the temperature change polarize the film along $c$, which lies in its plane. They therefore put no polarization charge on its large faces. The field from charge at the distant ends is neglected.

The relation for $C_{66}$ makes the elastic response isotropic about $c$. Using it, the terms of Eq.~\eqref{eq:energy} that contain basal strains alone can be regrouped as
\begin{equation}
\tfrac12C_{12}(e_x+e_y)^2
+\tfrac12(C_{11}-C_{12})(e_x^2+e_y^2+2e_{xy}^2). \label{eq:invariants}
\end{equation}
Both brackets are unchanged by a rotation about $c$, as are $(e_x+e_y)e_z$ and $e_{xz}^2+e_{yz}^2$ in the remaining terms. An $a$-plane film therefore obeys Eq.~\eqref{eq:result} too, with $x$ now along an in-plane $m$ direction.

Far from the film edges the stresses do not vary with $x$ or $z$. Mechanical equilibrium then reduces to $d\sigma_{yj}/dy=0$ for each $j$. Since these components vanish at the surface, they vanish throughout the film. The two shear conditions are
\begin{equation}
\sigma_{xy}=\tfrac12\frac{\partial F}{\partial e_{xy}}=2C_{66}e_{xy}=0,
\qquad
\sigma_{yz}=\tfrac12\frac{\partial F}{\partial e_{yz}}=2C_{44}e_{yz}=0. \label{eq:shears}
\end{equation}
The factors of one half appear because each tensor shear occurs twice in the work $\sigma_{ij}\,de_{ij}$. Both shear moduli are positive in a stable crystal, so both strains vanish. The remaining shear $e_{xz}$ is imposed by the substrate, and it is zero when the principal expansion axes of the substrate lie along $x$ and $z$.

The normal condition is
\begin{equation}
\sigma_y=\frac{\partial F}{\partial e_y}
=C_{12}e_x+C_{11}e_y+C_{13}e_z=0. \label{eq:traction}
\end{equation}
Solving for the normal strain gives
\begin{equation}
e_y=-\frac{C_{12}e_x+C_{13}e_z}{C_{11}}. \label{eq:normal}
\end{equation}
With positive $C_{12}$ and $C_{13}$, compression along both in-plane axes makes $e_y$ positive: the film thickens relative to its free thickness at the same temperature.

\section{Elimination of the normal strain}

The in-plane stresses before elimination are
\begin{align}
\sigma_x&=\frac{\partial F}{\partial e_x}
=C_{11}e_x+C_{12}e_y+C_{13}e_z, \label{eq:sx}\\
\sigma_z&=\frac{\partial F}{\partial e_z}
=C_{13}e_x+C_{13}e_y+C_{33}e_z. \label{eq:sz}
\end{align}
Substitution of Eq.~\eqref{eq:normal} gives
\begin{align}
\sigma_x&=C_{11}e_x-\frac{C_{12}^2}{C_{11}}e_x
-\frac{C_{12}C_{13}}{C_{11}}e_z+C_{13}e_z,\nonumber\\
\sigma_z&=C_{13}e_x-\frac{C_{12}C_{13}}{C_{11}}e_x
-\frac{C_{13}^2}{C_{11}}e_z+C_{33}e_z. \label{eq:substituted}
\end{align}
Collecting the coefficients of $e_x$ and $e_z$ yields Eqs.~\eqref{eq:result} and \eqref{eq:B}.

Setting $e_y=0$ instead would describe a film whose elastic normal strain is clamped. From Eqs.~\eqref{eq:sx} and \eqref{eq:sz}, the clamped stresses differ from the relaxed ones by
\begin{equation}
\sigma_x^{\rm cl}-\sigma_x=-C_{12}e_y,\qquad
\sigma_z^{\rm cl}-\sigma_z=-C_{13}e_y, \label{eq:clamped}
\end{equation}
where $e_y$ is the relaxed value from Eq.~\eqref{eq:normal}.

The compliances provide a second derivation. With $\sigma_y=0$,
\begin{equation}
e_x=S_{11}\sigma_x+S_{13}\sigma_z,\qquad
e_z=S_{13}\sigma_x+S_{33}\sigma_z. \label{eq:compliance}
\end{equation}
Inverting the $3\times3$ block of normal stiffnesses gives
\begin{align}
S_{11}&=\frac{C_{11}C_{33}-C_{13}^2}{D},\quad
S_{33}=\frac{C_{11}^2-C_{12}^2}{D},\quad
S_{13}=-\frac{C_{13}(C_{11}-C_{12})}{D},\nonumber\\
D&=(C_{11}-C_{12})\left[(C_{11}+C_{12})C_{33}-2C_{13}^2\right]. \label{eq:S}
\end{align}
The determinant of Eq.~\eqref{eq:compliance} follows by taking out one factor $C_{11}-C_{12}$:
\begin{align}
S_{11}S_{33}-S_{13}^2
&=\frac{C_{11}-C_{12}}{D^2}
\big[(C_{11}C_{33}-C_{13}^2)(C_{11}+C_{12})\nonumber\\
&\hspace{2.6cm}-C_{13}^2(C_{11}-C_{12})\big]
=\frac{C_{11}}{D}. \label{eq:det}
\end{align}
In the last step the bracket equals $C_{11}[(C_{11}+C_{12})C_{33}-2C_{13}^2]$. Inverting Eq.~\eqref{eq:compliance} now gives $B_{11}=S_{33}D/C_{11}$, $B_{33}=S_{11}D/C_{11}$ and $B_{13}=-S_{13}D/C_{11}$, which reproduce Eq.~\eqref{eq:B}.

\section{Isotropic limit, equal stresses and stored energy}

For an isotropic solid with Lam\'e constants $\lambda$ and $\mu$, set $C_{11}=C_{33}=\lambda+2\mu$ and $C_{12}=C_{13}=\lambda$. Then
\begin{equation}
B_{11}=B_{33}=\frac{4\mu(\lambda+\mu)}{\lambda+2\mu},\qquad
B_{13}=\frac{2\mu\lambda}{\lambda+2\mu}. \label{eq:lame}
\end{equation}
Inserting $\lambda=2\mu\nu/(1-2\nu)$ gives $B_{11}=2\mu/(1-\nu)$ and $B_{13}=\nu B_{11}$. Since $E=2\mu(1+\nu)$,
\begin{equation}
\sigma_x=\frac{E}{1-\nu^2}(e_x+\nu e_z),\qquad
\sigma_z=\frac{E}{1-\nu^2}(e_z+\nu e_x). \label{eq:isotropic}
\end{equation}
Even an isotropic film has unequal stresses when its two mismatches differ.

For the wurtzite film, subtraction of the two stresses gives
\begin{equation}
\sigma_x-\sigma_z=(B_{11}-B_{13})e_x-(B_{33}-B_{13})e_z. \label{eq:difference}
\end{equation}
For $e_z\ne0$ and $B_{11}\ne B_{13}$, the stresses are equal when
\begin{equation}
\frac{e_x}{e_z}=\frac{B_{33}-B_{13}}{B_{11}-B_{13}}. \label{eq:equal}
\end{equation}
Equal nonzero mismatches give equal stresses only if $B_{11}=B_{33}$. To separate the two causes of inequality, write $\bar e=(e_x+e_z)/2$ and $\delta=e_x-e_z$, so that $e_x=\bar e+\delta/2$ and $e_z=\bar e-\delta/2$. Equation~\eqref{eq:difference} becomes
\begin{equation}
\sigma_x-\sigma_z=(B_{11}-B_{33})\bar e
+\tfrac12(B_{11}+B_{33}-2B_{13})\delta. \label{eq:split}
\end{equation}
The first term vanishes when $B_{11}=B_{33}$, and the second when the mismatches are equal. This division takes the mean mismatch as reference; another reference, such as $e_x$, would shift part of the difference from one term to the other.

The energy is quadratic in strain, so $F=(\sigma_xe_x+\sigma_ye_y+\sigma_ze_z)/2$ when the shears vanish. The middle term is zero, and a film of thickness $h_f$ stores, per unit area,
\begin{equation}
U=\tfrac12h_f(\sigma_xe_x+\sigma_ze_z). \label{eq:U}
\end{equation}

\section{A film cooled by 1000 K}

Take $C_{11}=390$, $C_{12}=145$, $C_{13}=105$, $C_{33}=400$ and $C_{44}=105$~GPa. The film expansions are $\alpha_a=5.5$ and $\alpha_c=4.0$, and the substrate expansions are $\alpha_{sx}=8.5$ and $\alpha_{sz}=7.5$, all in $10^{-6}\,{\rm K}^{-1}$ and held constant. Cooling from 1300 to 300~K gives
\begin{align}
e_x&=(8.5-5.5)\times10^{-6}\times(-1000)=-3.0\times10^{-3},\nonumber\\
e_z&=(7.5-4.0)\times10^{-6}\times(-1000)=-3.5\times10^{-3}. \label{eq:numstrain}
\end{align}
Equation~\eqref{eq:B} gives $B_{11}=336.09$, $B_{13}=65.96$ and $B_{33}=371.73$~GPa. Therefore
\begin{align}
\sigma_x&=-1.008-0.231=-1.239~{\rm GPa},\nonumber\\
\sigma_z&=-0.198-1.301=-1.499~{\rm GPa}. \label{eq:numstress}
\end{align}
In each line the first contribution comes from $e_x$ and the second from $e_z$. Numerical minimization of the full energy, with the normal strain and both out-of-plane shears free, gives the same two stresses to the digits shown.

The stress difference is 0.260~GPa. In Eq.~\eqref{eq:split}, $\bar e=-3.25\times10^{-3}$ and $\delta=0.5\times10^{-3}$. With this division, elastic anisotropy contributes 0.116~GPa and unequal mismatch 0.144~GPa, so neither cause is negligible here. Equal stresses would require $e_x/e_z=1.13$, whereas the example has 0.86.

The elastic normal strain is $2.06\times10^{-3}$. Adding the free contraction, $-5.50\times10^{-3}$, gives a total of $-3.44\times10^{-3}$. The film becomes thinner on cooling, but less so than a free film would. Clamping the elastic normal strain would give $-1.538$ and $-1.715$~GPa, larger in magnitude by 24\% and 14\% of the relaxed values.

At a use temperature of 600~K the temperature change is $-700$~K. With expansion coefficients and stiffnesses held fixed, the stresses are $-0.87$ and $-1.05$~GPa.

\section{Limits of the thick-substrate model}

A finite substrate strains and bends. Let $\eta$ be the distance from its mid-plane towards the film, and let its elastic strain be the vector $\boldsymbol\epsilon_0+\boldsymbol\kappa\eta$, with components along $x$ and $z$. Its plane-stress stiffness matrix is $B_s$ and its thickness $h_s\gg h_f$. To leading order in $h_f/h_s$, the balances of force and moment are
\begin{equation}
h_sB_s\boldsymbol\epsilon_0+h_f\boldsymbol\sigma=0,\qquad
\frac{h_s^3}{12}B_s\boldsymbol\kappa+\frac{h_sh_f}{2}\boldsymbol\sigma=0. \label{eq:balance}
\end{equation}
Hence $\boldsymbol\epsilon_0=-(h_f/h_s)B_s^{-1}\boldsymbol\sigma$ and $\boldsymbol\kappa=-(6h_f/h_s^2)B_s^{-1}\boldsymbol\sigma$. The strain added to the film is that at the interface, $\boldsymbol\epsilon_0+\boldsymbol\kappa h_s/2$. Its two parts have weights 1 and 3, so the stress changes by
\begin{equation}
\Delta\boldsymbol\sigma=-4\frac{h_f}{h_s}BB_s^{-1}\boldsymbol\sigma. \label{eq:finite}
\end{equation}

For $h_f=1~\mu$m, $h_s=400~\mu$m and an isotropic substrate with $E=400$~GPa and $\nu=0.25$, this gives $+0.0092$ and $+0.0125$~GPa. The balance with finite film thickness retained gives $+0.0092$ and $+0.0124$~GPa. Compression is thus reduced by less than 1\%. The curvatures are 0.081 and 0.111~${\rm m}^{-1}$. They are positive, so the film side is convex. Over a radius of 25~mm the larger one gives a deflection of about 35~$\mu$m, small compared with the substrate thickness, as linear plate theory requires.

If the principal expansion axes of the substrate are turned in the plane by $\phi$, rotation of its expansion tensor gives $|e_{xz}|=|(\alpha_{sx}-\alpha_{sz})\Delta T\sin2\phi|/2$. Since $\sigma_{xz}=2C_{44}e_{xz}$,
\begin{equation}
|\sigma_{xz}|=C_{44}|(\alpha_{sx}-\alpha_{sz})\Delta T\sin2\phi|. \label{eq:misalign}
\end{equation}
A turn of $5^\circ$ gives 0.018~GPa. The finite-strain correction in Eq.~\eqref{eq:exactstrain} is below 0.2\% of the mismatch strain. If stiffness rises by an assumed 4~GPa per GPa of pressure, elastic nonlinearity changes the stress by roughly 0.5\%.

Errors in the imposed strain matter more. A residual growth misfit of $+10^{-3}$ along both axes adds 0.40 and 0.44~GPa, reducing the compression by about 30\%; a negative misfit increases it equally. An error of $0.5\times10^{-6}\,{\rm K}^{-1}$ in both expansion differences shifts the stresses by 0.20 and 0.22~GPa, about 15\%.

Plastic flow would also alter the imposed elastic strain. Two families of prism planes have normals inclined at $60^\circ$ to the film normal. For slip along $a$ in these planes, the resolved shear stress is $|\sigma_x|\sin60^\circ\cos60^\circ=0.54$~GPa. The basal plane carries no resolved shear when the axes are aligned. Pyramidal planes are loaded as well: for an axial ratio $c/a=1.63$, slip along $c+a$ on $\{1\bar101\}$ planes has a resolved shear stress of up to 0.60~GPa. A rough balance for prismatic slip sets the work $|\sigma_x|(a/2)h_f$ against the line energy $C_{66}a^2\ln(2h_f/a)/[4\pi(1-\nu_b)]$ of an interface dislocation along $c$, with $\nu_b=C_{12}/(C_{11}+C_{12})$. For a lattice parameter $a=0.32$~nm it gives a critical thickness near 40~nm. A 1~$\mu$m film lies far above this, so the computed stresses are unrelaxed values that survive only if slip is kinetically blocked. Whether slip occurs depends on temperature and on the available dislocations, which the elastic model does not describe.

Equation~\eqref{eq:U} gives a stored energy of 4.5~J/m$^2$. This is an upper bound on the elastic energy that delamination can release. Behind a long straight delamination front, the film can relax across the front but keeps its strain along it. The energy released per unit debonded area is then at most $h_f\sigma_x^2/(2B_{11})=2.3$~J/m$^2$ for a front along $z$, and $h_f\sigma_z^2/(2B_{33})=3.0$~J/m$^2$ for a front along $x$. An oblique front, behind which the in-plane shear also relaxes, releases slightly more, up to 3.1~J/m$^2$ for a front about $30^\circ$ from $x$. Call the value for an axis-aligned front $G_0$. It does not bound the release rate at the edge of a buckle. A debonded strip of half-width $b$, clamped at its edges, buckles when the stress $\sigma$ across it exceeds $\sigma_c=\pi^2B_{ii}h_f^2/(12b^2)$ in magnitude, where $B_{ii}$ is the stiffness across the strip. With $r=\sigma_c/|\sigma|$, membrane relaxation less bending energy releases $2bG_0(1-r)^2$ per unit length. Since $r\propto b^{-2}$, differentiation with respect to $2b$ gives an edge release rate $G_0(1-r)(1+3r)$. Its maximum is $4G_0/3$ at $r=1/3$, which is 3.0 and 4.0~J/m$^2$ here, at half-widths near 26 and 25~$\mu$m. The value to compare with a measured interface toughness therefore depends on the geometry of the debond. A toughness below it permits delamination on energy grounds but does not predict it, because a compressed film must first buckle or separate from an edge.

The parameters are rounded values in the rough regime of $m$-plane GaN on sapphire, and the film thickness, substrate thickness and growth temperature are of ordinary size for such films. The assignment of the substrate axes is a model choice. Exchanging $\alpha_{sx}$ and $\alpha_{sz}$, with all else fixed, gives $e_x=-2.0\times10^{-3}$ and $e_z=-4.5\times10^{-3}$, and hence stresses of $-0.97$ and $-1.80$~GPa. The epitaxial relation must therefore be known before the formula is applied. Real films can also retain strain from growth, contrary to the assumption of full relaxation at $T_g$; the shift of about 0.4~GPa per $10^{-3}$ of equal residual misfit measures the consequence. The remaining values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
C11, C12, C13: 390, 145, 105 GPa
C33, C44: 400, 105 GPa
Film expansion along a, c: 5.5, 4.0 1e-6/K
Substrate expansion along x, z: 8.5, 7.5 1e-6/K
Growth, final temperature: 1300, 300 K
Temperature change: -1000 K
Film, substrate thickness: 1, 400 um
Substrate Young modulus: 400 GPa
Substrate Poisson ratio: 0.25 (dimensionless)
Elastic strain ex, ez: -3.000, -3.500 1e-3
Elastic normal strain ey: 2.058 1e-3
Free normal strain: -5.500 1e-3
Total normal strain: -3.442 1e-3
B11, B13, B33: 336.09, 65.96, 371.73 GPa
sigma_x parts from ex, ez: -1.008, -0.231 GPa
sigma_z parts from ex, ez: -0.198, -1.301 GPa
Formula sigma_x, sigma_z: -1.239, -1.499 GPa
Energy-minimum sigma_x, sigma_z: -1.239, -1.499 GPa
Clamped-normal sigma_x, sigma_z: -1.538, -1.715 GPa
Equal-stress ratio ex/ez: 1.1319 (dimensionless)
Example ratio ex/ez: 0.8571 (dimensionless)
Use temperature: 600 K
Stress at use temperature x, z: -0.867, -1.049 GPa (constant stiffness)
Assumed residual growth misfit, both axes: 1.0 1e-3
Residual-misfit stress x, z: 0.402, 0.438 GPa
Assumed expansion-difference error: 0.5 1e-6/K
Resulting stress error x, z: 0.201, 0.219 GPa
Finite-substrate stress change x, z: 0.0092, 0.0124 GPa
First-order stress change x, z: 0.0092, 0.0125 GPa
Curvature x, z: 0.0807, 0.1108 1/m
Wafer radius: 25 mm
Largest edge deflection: 34.6 um
Assumed axis misalignment: 5 degrees
Misalignment shear stress: 0.0182 GPa
Finite-strain correction, largest: 0.17 percent
Assumed stiffness pressure slope: 4 (dimensionless)
Elastic-nonlinearity estimate: 0.47 percent
Resolved shear on inclined prism planes: 0.537 GPa
Stored elastic energy per area: 4.48 J/m2
\end{verbatim}
